# Gurzhi's Optical Scattering Rate from the Average over the Absorption Window: test program

```python
"""Gurzhi's optical scattering rate from the quasiparticle decay rate.

Result under test (hbar = k = e = 1):
    1/tau(w,T) = (C/3) [ w^2 + (2 pi T)^2 ]      for w >> 1/tau
where the quasiparticle occupation relaxes at the rate
    Gamma(eps) = C [ eps^2 + (pi T)^2 ],  C = K/2,
K = collision strength, eps = energy from the chemical potential,
w = photon energy, T = temperature as an energy.
The optical rate is defined by sigma1 = D / (w^2 tau), D = Drude weight.
A velocity factor F multiplies the rate when velocities are correlated.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import expit
from scipy.constants import k as k_B, e as q_e, hbar


def fermi(eps, T=1.0):
    return expit(-eps / T)


def gamma(eps, C, T=1.0):
    return C * (eps**2 + (np.pi * T)**2)


def gurzhi(w, C, T=1.0):
    return C / 3 * (w**2 + (2 * np.pi * T)**2)


def window_average(func, w, T=1.0):
    """(1/w) * integral of [f(eps)-f(eps+w)] func(eps)."""
    def integrand(eps):
        return (fermi(eps, T) - fermi(eps + w, T)) * func(eps)
    lo, mid, hi = -w - 40 * T, -w / 2, 40 * T
    a = quad(integrand, lo, mid, limit=300, epsabs=1e-13, epsrel=1e-10)[0]
    b = quad(integrand, mid, hi, limit=300, epsabs=1e-13, epsrel=1e-10)[0]
    return (a + b) / w


def mean_pair_rate(eps, w, C, T=1.0):
    return 0.5 * (gamma(eps, C, T) + gamma(eps + w, C, T))


def rate_window(w, C, T=1.0):
    return window_average(lambda x: mean_pair_rate(x, w, C, T), w, T)


def rate_bubble(w, C, T=1.0):
    """w^2 sigma1 / D without the high-frequency expansion."""
    def kernel(x):
        G = mean_pair_rate(x, w, C, T)
        return w**2 * G / (w**2 + G**2)
    return window_average(kernel, w, T)


# --- decay rate: explicit sum over the collision phase space (T=1, K=1)
def collision_rates(eps):
    h = 0.25
    x = np.arange(-60, 60 + h / 2, h)
    e2, e3 = x[:, None], x[None, :]
    e4 = eps + e2 - e3
    out = np.sum(fermi(e2) * fermi(-e3) * fermi(-e4)) * h**2
    into = np.sum(fermi(-e2) * fermi(e3) * fermi(e4)) * h**2
    return out, into


decay_rows = []
for eps in (0.0, 1.5, -4.0, 7.0):
    out, into = collision_rates(eps)
    expected = gamma(eps, 0.5)
    assert np.isclose(out + into, expected, rtol=1e-7)
    assert np.isclose(out, expected * fermi(-eps), rtol=1e-6)
    decay_rows.append((eps, out + into, expected))

# --- second moment of the centred window, and the window average
for w in (0.3, 2.0, 9.0):
    norm = window_average(lambda x: 1.0, w)
    second = window_average(lambda x: (x + w / 2)**2, w)
    assert np.isclose(norm, 1.0, rtol=1e-8)
    assert np.isclose(second, w**2 / 12 + np.pi**2 / 3, rtol=1e-8)
    assert np.isclose(rate_window(w, 0.5), gurzhi(w, 0.5), rtol=1e-8)

# --- conductivity straight from spectral functions, with weight Z
w0, C0, Z = 6.0, 0.02, 0.5
xi = np.arange(-300, 300.01, 0.05)
h_eps = 0.5
sigma_direct = 0.0            # in units of nu <v_x^2>
for eps in np.arange(-46, 40.1, h_eps):
    spectral = []
    for energy in (eps, eps + w0):
        half = gamma(energy, C0) / (2 * Z)          # -Im Sigma
        spectral.append(half / np.pi / ((energy / Z - xi)**2 + half**2))
    overlap = np.sum(spectral[0] * spectral[1]) * 0.05
    sigma_direct += (fermi(eps) - fermi(eps + w0)) * overlap * h_eps
sigma_direct *= np.pi / w0
sigma_formula = Z * rate_bubble(w0, C0) / w0**2
assert np.isclose(sigma_direct, sigma_formula, rtol=1e-5)

# --- the high-frequency expansion: its error must fall as C^2
errors = [1 - rate_bubble(w0, C) / gurzhi(w0, C) for C in (0.01, 0.005)]
assert 0 < errors[0] < 0.05
assert abs(errors[0] / errors[1] - 4) < 0.4

# --- static limit of the bubble: average of 1/Gamma (T=1, C=1)
inverse_rate = quad(lambda x: fermi(x) * fermi(-x) / gamma(x, 1.0),
                    -40, 40, epsabs=1e-13, limit=300)[0]
dc_coefficient = 1 / inverse_rate
assert np.isclose(dc_coefficient, 12.0, rtol=1e-8)
static_ratio = gurzhi(0.0, 1.0) / dc_coefficient
assert np.isclose(static_ratio, np.pi**2 / 9, rtol=1e-8)


# --- photon-assisted collisions: net four-particle phase space (T=1)
def net_phase_space(w):
    h = 0.8
    x = np.arange(-40, 40 + h / 2, h)
    a1, a2, a3 = x[:, None, None], x[None, :, None], x[None, None, :]
    a4 = w - a1 - a2 - a3
    absorb = expit(a1) * expit(a2) * expit(a3) * expit(a4)
    emit = expit(-a1) * expit(-a2) * expit(-a3) * expit(-a4)
    return np.sum(absorb - emit) * h**3


phase_rows = []
for w in (1.0, 5.0, 10.0):
    by_collisions = net_phase_space(w) / w          # K = 1, F = 1
    by_window = rate_window(w, 0.5)
    assert np.isclose(by_collisions, by_window, rtol=1e-6)
    phase_rows.append((w, by_collisions, by_window))

# --- velocity factor F: simple cubic band -2t(cos kx+cos ky+cos kz), t=1
rng = np.random.default_rng(7)


def velocity_factor(mu, shell=0.1, pool=2_000_000, trials=1_500_000):
    k = rng.uniform(-np.pi, np.pi, (pool, 3))
    k = k[np.abs(-2 * np.cos(k).sum(axis=1) - mu) < shell]
    i1, i2, i3 = rng.integers(0, len(k), (3, trials))
    k4 = k[i1] + k[i2] - k[i3]
    ok = np.abs(-2 * np.cos(k4).sum(axis=1) - mu) < shell
    v = [2 * np.sin(q) for q in (k[i1[ok]], k[i2[ok]], k[i3[ok]], k4[ok])]
    mismatch = ((v[0] + v[1] - v[2] - v[3])**2).sum(axis=1)
    v2_collision = sum((u**2).sum(axis=1).mean() for u in v) / 4
    v2_surface = (4 * np.sin(k)**2).sum(axis=1).mean()
    F = mismatch.mean() / (4 * v2_surface)
    error = mismatch.std() / np.sqrt(ok.sum()) / (4 * v2_surface)
    return F, error, mismatch.mean() / (4 * v2_collision)


factors = {mu: velocity_factor(mu) for mu in (-5.0, -3.0, 0.0)}
assert abs(factors[0.0][2] - 1) < 0.03      # cross terms cancel
assert factors[-5.0][0] < 0.05              # nearly parabolic, no umklapp
assert factors[-5.0][0] < factors[-3.0][0] < factors[0.0][0]

# --- worked example, energies in eV
temperature, C_ex = 300.0, 0.5
kT = k_B * temperature / q_e
print("TESTS IN UNITS kT = 1, K = 1")
for eps, numeric, formula in decay_rows:
    print(f"decay rate at eps={eps:5.1f}: sum {numeric:.6f}, "
          f"formula {formula:.6f}")
for w, coll, win in phase_rows:
    print(f"optical rate at w={w:4.1f}: photon-assisted collisions "
          f"{coll:.6f}, window average {win:.6f}")
print(f"sigma1/(nu<v_x^2>) at w={w0}, C={C0}, Z={Z}: "
      f"spectral {sigma_direct:.7f}, formula {sigma_formula:.7f}")
print(f"expansion error at w={w0}: C=0.01 {errors[0]:.5f}, "
      f"C=0.005 {errors[1]:.5f}")
print(f"dc rate / (C T^2) = {dc_coefficient:.6f}")
print(f"Gurzhi at w=0 / (C T^2) = {gurzhi(0.0, 1.0):.6f}")
print(f"ratio Gurzhi(w=0) / dc = {static_ratio:.6f}")
print("VELOCITY FACTOR, SIMPLE CUBIC BAND (t = 1)")
for mu, (F, error, F_coll) in factors.items():
    print(f"mu={mu:4.1f} t: F = {F:.4f} +- {error:.4f}; "
          f"with collision-averaged v^2: {F_coll:.4f}")
print("WORKED EXAMPLE")
print(f"temperature = {temperature:.0f} K, C = {C_ex} 1/eV")
print(f"kT = {1e3 * kT:.3f} meV")
print(f"crossover photon energy 2 pi kT = {2e3 * np.pi * kT:.2f} meV")
print(f"Gamma at the Fermi level = {1e3 * gamma(0, C_ex, kT):.3f} meV")
for w in (0.05, 0.10, 0.20, 0.40):
    average = rate_window(w, C_ex, kT)
    closed = gurzhi(w, C_ex, kT)
    bubble = rate_bubble(w, C_ex, kT)
    assert np.isclose(average, closed, rtol=1e-7)
    assert abs(bubble / closed - 1) < 0.05
    print(f"photon {1e3 * w:.0f} meV: window {1e3 * average:.3f} meV, "
          f"formula {1e3 * closed:.3f} meV, bubble {1e3 * bubble:.3f} meV, "
          f"w*tau {w / closed:.1f}")
tau_fs = hbar / (gurzhi(0.20, C_ex, kT) * q_e) * 1e15
print(f"tau at photon energy 200 meV = {tau_fs:.2f} fs")
print(f"dc rate = {1e3 * dc_coefficient * C_ex * kT**2:.3f} meV")
print(f"Gurzhi formula at w=0 = {1e3 * gurzhi(0, C_ex, kT):.3f} meV")
print("tests ok")
```

Running it gives:

```
TESTS IN UNITS kT = 1, K = 1
decay rate at eps=  0.0: sum 4.934802, formula 4.934802
decay rate at eps=  1.5: sum 6.059802, formula 6.059802
decay rate at eps= -4.0: sum 12.934802, formula 12.934802
decay rate at eps=  7.0: sum 29.434802, formula 29.434802
optical rate at w= 1.0: photon-assisted collisions 6.746403, window average 6.746403
optical rate at w= 5.0: photon-assisted collisions 10.746403, window average 10.746403
optical rate at w=10.0: photon-assisted collisions 23.246403, window average 23.246403
sigma1/(nu<v_x^2>) at w=6.0, C=0.02, Z=0.5: spectral 0.0069150, formula 0.0069150
expansion error at w=6.0: C=0.01 0.00270, C=0.005 0.00068
dc rate / (C T^2) = 12.000000
Gurzhi at w=0 / (C T^2) = 13.159473
ratio Gurzhi(w=0) / dc = 1.096623
VELOCITY FACTOR, SIMPLE CUBIC BAND (t = 1)
mu=-5.0 t: F = 0.0016 +- 0.0000; with collision-averaged v^2: 0.0016
mu=-3.0 t: F = 0.2786 +- 0.0036; with collision-averaged v^2: 0.2796
mu= 0.0 t: F = 0.9969 +- 0.0049; with collision-averaged v^2: 0.9980
WORKED EXAMPLE
temperature = 300 K, C = 0.5 1/eV
kT = 25.852 meV
crossover photon energy 2 pi kT = 162.43 meV
Gamma at the Fermi level = 3.298 meV
photon 50 meV: window 4.814 meV, formula 4.814 meV, bubble 4.734 meV, w*tau 10.4
photon 100 meV: window 6.064 meV, formula 6.064 meV, bubble 6.026 meV, w*tau 16.5
photon 200 meV: window 11.064 meV, formula 11.064 meV, bubble 11.016 meV, w*tau 18.1
photon 400 meV: window 31.064 meV, formula 31.064 meV, bubble 30.833 meV, w*tau 12.9
tau at photon energy 200 meV = 59.49 fs
dc rate = 4.010 meV
Gurzhi formula at w=0 = 4.397 meV
tests ok
```
